# Does a high melting point make a reliable copper diffusion barrier?

## Question

I have to choose a 10 nm barrier between copper and the layer beneath it. It must survive an anneal of 1800 s. Candidate A melts at 3300 K and grows as columns about 10 nm wide. Candidate B melts at 2200 K but can be made without grain boundaries. Diffusion activation energies in metals rise roughly in proportion to the melting point, so I would take A. Is the melting point enough to decide this? And does it matter if the layer beneath can react with the barrier?

## Answer

The melting point is not enough. The correlation you quote concerns diffusion through the crystal lattice, and a film fails by whichever process gets there first. Copper may instead run along grain boundaries, or the barrier may be consumed by a reaction. Each process can be given its own failure time.

### Copper transport through a film with boundaries

Let $x$ run from the copper face, $x=0$, to the far face, $x=h$. Columnar boundaries of width $\delta$ cross the whole film. For square columns of pitch $d$, the grain interior occupies $(d-\delta)^2$ out of $d^2$, so the boundary area fraction is

$$f=1-\left(1-\frac{\delta}{d}\right)^2 .$$

Copper is dilute. At the entry face its concentration is held at $c_0$ in the grains and $s c_0$ in the boundaries, where $s$ is the segregation factor. It is removed at the far face, and the film starts empty. Write the local concentration as $c=c_0\kappa u$, with $\kappa=1$ in a grain and $\kappa=s$ in a boundary. Local equilibrium makes $u$ continuous where grain and boundary meet, and the normal flux is continuous there too. Conservation of copper gives

$$\kappa\frac{\partial u}{\partial t}=\nabla\cdot(\kappa D\nabla u),\qquad u(0)=1,\quad u(h)=0 .$$

Here $D$ is $D_l$ in the lattice and $D_b$ in the boundaries, both independent of $x$.

Multiply this equation by $x/h$, integrate over $x$, and average over the cross-section, denoted by $\langle\cdot\rangle$. The lateral part of the divergence drops out: $x/h$ does not vary laterally, fluxes between grain and boundary cancel, and by symmetry no net flux leaves a column cell sideways. Integrating the remaining part by parts gives

$$\frac{d}{dt}\int_0^h\langle\kappa u\rangle\frac{x}{h}\,dx
=\left\langle\kappa D\frac{\partial u}{\partial x}\right\rangle_{x=h}
-\frac1h\big\langle\kappa D\,[u(h)-u(0)]\big\rangle .$$

The outgoing flux is $J=-c_0\langle\kappa D\,\partial u/\partial x\rangle_{x=h}$, so the first term on the right is $-J/c_0$. Since $u(h)-u(0)=-1$, the second is $+P/h$, where

$$P=\langle\kappa D\rangle=(1-f)D_l+f s D_b .$$

Integrating over time from the empty state, the dose $M=\int_0^t J\,dt'$ that has crossed the film is

$$\frac{M}{c_0}=\frac{Pt}{h}-S(t),\qquad S(t)=\int_0^h\langle\kappa u\rangle\frac{x}{h}\,dx .$$

$S$ is a weighted measure of the copper still stored in the film. It can be bounded without solving for $u$. The profile $1-x/h$ is a steady solution in grains and boundaries alike. The difference $1-x/h-u$ obeys the same diffusion equation, vanishes at both faces and starts non-negative. By the maximum principle it stays non-negative, and the same principle gives $u\ge0$. Therefore

$$0\le S\le\bar\kappa\int_0^h\left(1-\frac{x}{h}\right)\frac{x}{h}\,dx
=\bar\kappa h\left(\frac12-\frac13\right)=\frac{\bar\kappa h}{6},
\qquad \bar\kappa=1-f+fs .$$

Define diffusive failure as the arrival of a dose $M=q c_0h$. Then $qh=Pt/h-S$, or $t=(qh+S)h/P$, and the bounds on $S$ give

$$\boxed{\;\frac{q h^2}{P}\le t_{\rm fail}\le\left(q+\frac{\bar\kappa}{6}\right)\frac{h^2}{P}\;}$$

This bracket holds whether copper leaks quickly from the boundaries into the grains or hardly at all.

At long times $u$ reaches the steady profile, $S\to\bar\kappa h/6$, and $M/c_0\to(P/h)(t-t_{\rm lag})$ with $t_{\rm lag}=\bar\kappa h^2/(6P)$. The lag does not depend on the speed of lateral exchange, but early leakage does. To test this, the two-dimensional diffusion problem was solved by finite volumes, with parallel plates as boundaries, for $f=0.1$, $s=5$ and $D_l/D_b=0.01$. The plate half-spacing was $0.02h$ for fast exchange and $10h$ for slow exchange. In units of $h^2/D_b$ the formula gives a lag of 0.4584, and both calculations gave 0.4586. A dose of $0.05c_0h$ took about 0.436 with fast exchange and about 0.25 with slow exchange. When exchange is slow, the grains take up less copper, $S$ is smaller at that stage, and more copper has already crossed.

### Where the melting point enters

Take the rough correlation

$$Q_l=\alpha k_BT_m,\qquad Q_b=\beta Q_l,$$

with $Q_l$ and $Q_b$ the lattice and boundary activation energies, and let both diffusivities have the form $D_0e^{-Q/k_BT}$ with the same prefactor. I use $\alpha=17$, $\beta=0.5$, $D_0=10^{-5}\ \mathrm{m^2/s}$, $\delta=0.5$ nm, $s=1$ and $q=1$. These are round model parameters, not data for a particular material.

If lattice flow is negligible, the lower bound on the failure time equals the anneal time $t$ when

$$f s D_0e^{-\beta\alpha k_BT_m/k_BT}\,t=q h^2 .$$

Dividing by $qh^2$ and taking logarithms gives

$$T_b=\frac{\beta\alpha T_m}{L_b},\qquad L_b=\ln\frac{f s D_0t}{q h^2}.$$

For a boundary-free film, $P=D_l$, and the same steps give

$$T_l=\frac{\alpha T_m}{L_l},\qquad L_l=\ln\frac{D_0t}{q h^2}.$$

The ratio is $T_b/T_l=\beta L_l/L_b$. The activation energy enters linearly, while the small area of the boundaries enters through a logarithm. A narrow path with half the activation energy can thus dominate.

For candidate A, $f=0.0975$, and

$$L_b=\ln\frac{0.0975\times10^{-5}\times1800}{(10^{-8})^2}=30.5,
\qquad T_b=\frac{0.5\times17\times3300}{30.5}\ \mathrm K\approx920\ \mathrm K .$$

Without boundaries the same material has $L_l=\ln(1.8\times10^{14})=32.8$ and $T_l\approx1709$ K.

These are the temperatures at which the lower time bound equals 1800 s. The upper time bound gives a somewhat higher temperature. Since $d\ln D/dT=Q/(k_BT^2)$, a time factor $r$ shifts the temperature by about $(k_BT^2/Q)\ln r$. Here $r=1+1/6$, and the shift is about 5 K for the columnar film and 8 K for the boundary-free one. The finite-volume calculation, with parallel plates of the same area fraction standing in for the column boundaries, gives the failure temperature between the bounds:

| Film | Bounds (K) | Calculated (K) |
|---|---|---|
| 3300 K, no boundaries | 1709–1717 | 1717 |
| 3300 K, 10 nm columns (A) | 920–925 | 920 |
| 3300 K, 100 nm columns | 994–1000 | 994 |
| 2200 K, no boundaries (B) | 1139–1145 | 1145 |

In this model A fails at 920 K (647 °C) and B at 1145 K (872 °C), in the reverse order of their melting points. The boundaries cost the 3300 K material about 797 K. Its boundary-free value of 1717 K serves only as a comparison within the model: copper melts near 1358 K, so no solid copper layer could be annealed there.

The calculated values sit at opposite ends of their brackets for a reason. In a boundary-free film at failure, $D_lt/h^2\approx q+1/6=1.17$. The slowest transient, $e^{-\pi^2D_lt/h^2}$, has fallen to about $10^{-5}$, so $S$ is very close to its upper limit $h/6$. In film A at 920 K, $D_l=3.35\times10^{-32}\ \mathrm{m^2/s}$, and $\sqrt{D_lt}$ is about $8\times10^{-15}$ m. The grains stay practically empty, and the storage is close to $fh/6$ instead of $h/6$.

At that temperature, the lattice path by itself would need at least

$$\frac{q h^2}{D_l}=\frac{10^{-16}}{3.35\times10^{-32}}\ \mathrm s\approx3\times10^{15}\ \mathrm s .$$

The extrapolated number should not be taken literally. It shows that the lattice is irrelevant to this failure.

### What a higher melting point or larger grains would buy

The melting point does help when everything else is held fixed. If $\alpha$, $\beta$, the prefactors, the segregation factor, the geometry, the dose and the anneal time are unchanged, both diffusivities depend on temperature through $T_m/T$, so the failure temperature is proportional to $T_m$. For a 10 nm columnar film to match B, its melting point would have to be

$$3300\ \mathrm K\times\frac{1144.8}{920.3}\approx4105\ \mathrm K ,$$

which is above that of tungsten, roughly 3700 K.

Widening the columns from 10 to 100 nm lowers $f$ from 0.0975 to 0.00997, nearly tenfold, yet raises the calculated failure temperature by 74 K. The reason is again the logarithm: $L_b$ falls by $\ln(0.0975/0.00997)=2.3$ out of 30.5.

There is an opposite limit in which the lattice carries most of the copper. It requires $(1-f)D_l>fsD_b$. With equal prefactors this reads

$$e^{-(1-\beta)\alpha T_m/T}>\frac{fs}{1-f}.$$

The left side is largest at the melting point, where it equals $e^{-8.5}\approx2\times10^{-4}$. For $s=1$ and $f\approx2\delta/d$, the lattice can therefore win just below the barrier's melting point if the columns are wider than about 5 µm. For the 3300 K material that temperature is far above the melting point of copper. At 1358 K the left side is only about $10^{-9}$, and the columns would have to be about a metre wide. For nanometre-scale columns with these parameters, the boundaries carry most of the flux at every temperature up to melting.

### If the neighbouring layer reacts

A reaction needs a negative free energy. For a barrier M forming a compound with $n$ atoms of a neighbour X,

$$\Delta G=G_{\mathrm{MX}_n}-G_{\mathrm M}^{\rm solid}-nG_{\mathrm X}.$$

The melting point is set by $G_{\mathrm M}^{\rm solid}=G_{\mathrm M}^{\rm liquid}$. Suppose both of these energies are raised by the same amount $a$, with the other two left alone. The melting point is unchanged, while $\Delta G$ falls by $a$. The melting point therefore cannot tell you whether the barrier is stable against its neighbour.

If $\Delta G<0$, kinetics decides how long the barrier lasts. Let the product have thickness $y$, and let the mobile reactant diffuse through it with diffusivity $D_p$. Its dissolved concentration is $c_s$ at the supply side and $c_i$ at the reacting interface, where it is consumed at a rate $vc_i$ per area. If the dissolved reactant is dilute compared with the amount $N$ bound per volume of product, the profile adjusts quickly compared with the growth, and the two fluxes match:

$$D_p\frac{c_s-c_i}{y}=vc_i
\quad\Rightarrow\quad c_i=\frac{c_s}{1+vy/D_p}.$$

Growth obeys $N\,dy/dt=vc_i$. With $k_r=vc_s/N$ and $K=D_pc_s/N$, we have $v/D_p=k_r/K$, and

$$\frac{dy}{dt}=\frac{k_r}{1+k_ry/K}=\frac{1}{1/k_r+y/K}.$$

Separating variables and integrating from zero to the thickness $H$ at which the barrier is used up,

$$t_R=\int_0^H\left(\frac1{k_r}+\frac yK\right)dy=\frac{H}{k_r}+\frac{H^2}{2K}.$$

A thin product is limited by the interface and a thick one by diffusion; the terms are equal at $H=2K/k_r$.

The matching of fluxes was tested against a full moving-boundary diffusion calculation, with growth from $y=0.05$ to $2$ in units of $D_p/v$. Relative to the quasi-steady time, the discrepancy was 2.8% for $c_s/N=0.1$ and 0.28% for $c_s/N=0.01$, so it shrinks with dilution as it should.

For an example, let each nanometre of barrier yield 2.4 nm of product, so $H=24$ nm. Choose

$$K=10^{-6}e^{-2.0\,\mathrm{eV}/k_BT}\ \mathrm{m^2/s},\qquad
k_r=10^{3}e^{-2.2\,\mathrm{eV}/k_BT}\ \mathrm{m/s}.$$

At 812 K (539 °C) the diffusion term is 735 s and the interface term 1065 s. They add up to the 1800 s anneal, and the barrier is gone. The boundary-free 3300 K film, whose diffusion limit in the model was 1717 K, now fails about 900 K lower. Neither rate constant contains its melting point. With other rate constants the reaction could be slower than boundary diffusion, so this example shows a possibility, not a general ranking.

I have treated reaction and diffusion as independent clocks. In a real film they interact: reaction thins the remaining barrier, while the product may itself slow copper or provide new fast paths. Full conversion is also a choice of criterion, since a device may fail earlier or the product may still protect it.

### How this compares with real barriers

Tantalum melts at roughly 3300 K and can form a silicide when it touches silicon, so both mechanisms are relevant to it. In copper interconnects, tantalum-based liners can face a dielectric instead, and they may be only a few nanometres thick, thinner than the film here. Reducing $h$ to 3 nm at the same column pitch and absolute dose, so that $q=10/3$, raises $L_b$ by $\ln(10/3)=1.2$ and lowers the 920 K bound by about 35 K. Service time matters more. For the original 10 nm film held for ten years instead of 1800 s, $L_b$ rises by about 12, and the bound drops to about 660 K. The activation energies are themselves uncertain: copper is a foreign atom, and in a nitride the metallic correlation has no clear standing. If B is free of boundaries because it is amorphous, it has no crystal lattice either, and its 1145 K rests on a correlation that may not apply to it. Moreover, 1145 K is about half of B's melting point, and by the same correlation B's own atoms move about 10 nm during the anneal. An amorphous film may therefore crystallise, and so acquire boundaries, before it reaches this temperature. Changing $\beta$ from 0.5 to 0.4 or 0.6 moves the 920 K bound to about 736 or 1104 K. Electric fields, which can drive copper ions through a dielectric, are not included.

For your choice, B is better under the stated model if it is inert towards both neighbours and stays free of boundaries during the anneal. The margin over A is about 225 K, but with $\beta=0.6$ for A it would shrink to about 40 K, and an activation energy 20% lower for B would by itself erase it. The comparison also uses $q=1$ and $s=1$ for both films, which assumes that A's boundaries take up as much copper at the entry face as B's interior does. For the same absolute dose, A would match B if $sc_0$ in A were about 400 times smaller than $c_0$ in B, since $L_b$ would then fall from 30.5 to about 24.5. Copper solubility and segregation therefore enter the ranking along with the activation energies. What you need to measure is therefore copper transport in the films as deposited and annealed, together with their reaction with the actual neighbouring layers. The numerical output below lists the model inputs and the main computed values.

## Numbers as computed

```
MEMBRANE TEST (lengths in h, times in h^2/D_gb)
f = 0.1, s = 5.0, D_lat/D_gb = 0.01
permeability P/D_gb = 0.5090, mean capacity = 1.400
time lag, formula: 0.4584
time lag, fast / slow exchange: 0.4586 / 0.4586
time to dose 0.05 c0 h, fast / slow: 0.4363 / 0.2494
DIFFUSION EXAMPLE: INPUTS
thickness 10.0 nm, anneal 1800 s, q = 1.0, s = 1
boundary width 0.5 nm, D0 (both paths) 1.0e-05 m^2/s
alpha = 17.0, beta = 0.5
lattice activation energy, Tm 3300 K: 4.834 eV
boundary activation energy, Tm 3300 K: 2.417 eV
lattice activation energy, Tm 2200 K: 3.223 eV
boundary fraction, 10 nm columns: 0.09750 (raster 0.09750)
boundary fraction, 100 nm columns: 0.00997
FAILURE TEMPERATURES: lower bound / simulated / upper bound
Tm 3300 K, no boundaries: 1709.1 / 1717.2 / 1717.2 K
Tm 3300 K, 10 nm columns: 919.8 / 920.3 / 924.5 K
Tm 3300 K, 100 nm columns: 994.1 / 994.2 / 999.6 K
Tm 2200 K, no boundaries: 1139.4 / 1144.8 / 1144.8 K
closed-form lower bound, 10 nm columns: 919.8 K
drop caused by 10 nm columns: 796.9 K
gain from coarsening to 100 nm: 73.9 K
Tm needed by 10 nm columns to match 2200 K film: 4105 K
at 920.3 K: D_lat = 3.35e-32, D_gb = 5.79e-19 m^2/s
lattice-only minimum wait at 920.3 K: 2.98e+15 s
REACTION EXAMPLE
product/barrier thickness 2.4, H = 24.0 nm
K: prefactor 1.0e-06 m^2/s, activation energy 2.0 eV
k_r: prefactor 1.0e+03 m/s, activation energy 2.2 eV
reaction failure temperature: 812.4 K
diffusion / interface terms: 735 / 1065 s
lattice-only minimum wait at 812.4 K: 9.75e+18 s
quasi-steady relative error, dilution 0.1: 0.02770
quasi-steady relative error, dilution 0.01: 0.00281
```
